Scaling, spin scaling and the virial relation of exchange, part 2

For a self-consistent beryllium atom, the kinetic energy T and total energy E should cancel if E is stationary under uniform stretching of the orbitals. Yet T + E is 0.390 hartree with Slater's local exchange potential, 0.0212 with that of Krieger, Li and Iafrate (KLI), and −0.00001 with the optimized effective potential (OEP). All three use the same Fock exchange energy. How is each potential related to that energy?

Hartree atomic units are used. We consider closed shells with real orbitals φ_i, each doubly occupied, and density n = 2Σ_iφ_i². Indices i and j denote occupied orbitals, a empty ones. The one-electron Hamiltonian is h = −½∇² + v_s, with hφ_i = ε_iφ_i. For an atom of nuclear charge Z, v_s = −Z/r + v_H + v_x, where v_H is the electrostatic potential of n and v_x the local exchange potential under study.

With Φ the determinant of the occupied spin orbitals and V_ee the electron repulsion, the exchange and Hartree energies are

E_x = ⟨Φ|V_ee|Φ⟩ − E_H,  E_H = ½∫∫ n(r)n(r′)/|r − r′| d³r d³r′.   (3)

For λ > 0, the scaled density and its orbitals are

n_λ(r) = λ³ n(λr),   (10)

φ_iλ(r) = λ^(3/2) φ_i(λr),   (11)

and they satisfy

[−½∇² + λ²v_s(λr)] φ_iλ(r) = λ²ε_i φ_iλ(r),   (13)

E_x[n_λ] = λ E_x[n].   (14)

Likewise E_H[n_λ] = λE_H[n] and T[n_λ] = λ²T[n].

In the local density approximation, the constant A is taken from the uniform electron gas.

The final table also lists two earlier checks. One solves the beryllium OEP problem afresh in the potential λ²v_s(λr) with λ = 1.5. The other tests, for spin densities n↑ and n↓ (nu and nd in the table),

E_x[n↑,n↓] = ½E_x[2n↑] + ½E_x[2n↓],   (20)

with two up electrons in the 1s and 2s orbitals of a nuclear charge 3 and one down electron in the 1s orbital of a charge 2.

### From scaling to the Levy-Perdew relation

Differentiate n_λ at λ = 1. The prefactor gives 3n and the argument gives r·∇n, so

dn_λ/dλ = 3n + r·∇n = ∇·(r n),   (26)

where the last form uses ∇·r = 3. The derivative of λE_x[n] is E_x. If v_x is the functional derivative δE_x/δn, the chain rule gives

E_x = ∫ v_x (3n + r·∇n) d³r.   (27)

With (26), the integrand is v_x∇·(rn). Integration by parts moves the derivative onto v_x. The surface term vanishes because the density of a bound system decays exponentially, and

E_x = −∫ n r·∇v_x d³r.   (28)

This is the Levy-Perdew relation. The force that v_x exerts on an electron is −∇v_x, so the right side is the virial of the exchange force. A negative E_x means that this force points inwards on average. A constant added to v_x changes nothing, as (28) shows directly.

For an arbitrary local potential v_x, define the violation

D = E_x − ∫ v_x (3n + r·∇n) d³r = E_x + ∫ n r·∇v_x d³r.   (29)

### The violation appears in the total energy

Scale a single orbital, as a trial function in the fixed Hamiltonian h. Its energy is λ²t_i + ∫φ_i(s)²v_s(s/λ)d³s, where t_i is its kinetic energy. An eigenfunction makes the energy stationary, so the derivative at λ = 1 vanishes:

2t_i − ∫ φ_i² r·∇v_s d³r = 0.   (30)

Summing over all electrons gives 2T = ∫n r·∇v_s d³r. Now insert the three parts of v_s. For the nucleus, r·∇(−Z/r) = Z/r, which contributes −E_ext, with E_ext = −Z∫(n/r)d³r. The Hartree energy scales linearly and has v_H as its functional derivative, so the steps that led to (28) give ∫n r·∇v_H d³r = −E_H. The exchange part is D − E_x by (29). Therefore

2T = −E_ext − E_H − E_x + D.   (31)

The total energy is E = T + E_ext + E_H + E_x. Bringing all energies in (31) to one side gives

T + E = D.   (32)

This holds for any self-consistent local exchange potential in an atom with one fixed nucleus. The failure to cancel noted at the start is the violation of the Levy-Perdew relation.

The sign of D has a simple meaning. If all orbitals are scaled together, the kinetic energy becomes λ²T and every other part of E becomes λ times its value:

E(λ) = λ²T + λ(E − T).   (33)

Its slope at λ = 1 is T + E = D. A positive D means that the energy would fall for λ < 1: the orbitals, taken together, are too compact, in the sense that a common stretch lowers the energy. This does not imply that each orbital is smaller than its Hartree-Fock counterpart. In Hartree-Fock theory all orbital variations are allowed, scaling among them, so the slope is zero. For beryllium, T = 14.573023 and E = −14.573023 hartree.

### The optimized effective potential

The OEP is the local potential whose orbitals give the lowest Hartree-Fock energy. We assume that such a minimum exists, with a gap above the occupied levels. To find its condition, change v_s to v_s + ηw, with w(r) any local perturbation, and write φ_i′ for dφ_i/dη at η = 0. Differentiating hφ_i = ε_iφ_i gives

(h − ε_i)φ_i′ = −(w − ε_i′)φ_i.   (34)

Project on another eigenfunction φ_b. The term with ε_i′ drops out by orthogonality, and (ε_b − ε_i)⟨b|φ_i′⟩ = −⟨b|w|i⟩. Normalization of real orbitals requires ⟨i|φ_i′⟩ = 0. Hence

φ_i′ = Σ_(b≠i) φ_b ⟨b|w|i⟩ / (ε_i − ε_b).   (35)

Here b runs over occupied and empty orbitals, including the continuum. We take the occupied levels to be non-degenerate, as they are for the s shells of helium and beryllium, so that no denominator vanishes.

The Fock exchange operator K acts as

Kφ_i(r) = −Σ_j φ_j(r) ∫ φ_j(r′)φ_i(r′)/|r − r′| d³r′,   (36)

and the closed-shell exchange energy is E_x = Σ_i⟨i|K|i⟩. Each term contains four orbital factors. Varying each factor gives the same contribution after relabelling, so

dE_x/dη = 4 Σ_i ⟨φ_i′|K|φ_i⟩.   (37)

The density changes by dn/dη = 4Σ_iφ_iφ_i′, one factor 2 coming from spin and one from the square. The kinetic, external and Hartree energies therefore also enter with a factor 4:

dE/dη = 4 Σ_i ⟨φ_i′| −½∇² − Z/r + v_H + K |φ_i⟩.   (38)

The first three operators add up to h − v_x. Since hφ_i = ε_iφ_i and ⟨φ_i′|φ_i⟩ = 0, the part with h vanishes. Inserting (35) leaves

dE/dη = 4 Σ_i Σ_(b≠i) ⟨i|K − v_x|b⟩⟨b|w|i⟩ / (ε_i − ε_b).   (39)

If b is occupied, the pairs (i,b) and (b,i) have equal numerators and opposite denominators, and they cancel. Only the empty orbitals remain, and we define

R[w] = 4 Σ_i Σ_a ⟨i|K − v_x|a⟩⟨a|w|i⟩ / (ε_i − ε_a).   (40)

The OEP equation is R[w] = 0 for every local w. It does not require K − v_x to vanish between occupied and empty orbitals, which is the Hartree-Fock condition and is in general beyond a local potential. It requires a weighted sum of these elements to vanish.

The same quantity tells us whether v_x is a functional derivative. Subtract ∫v_x(dn/dη)d³r = 4Σ_i⟨φ_i′|v_x|φ_i⟩ from (37):

R[w] = dE_x/dη − ∫ v_x (dn/dη) d³r.   (41)

R[w] = 0 for all w says that v_x reproduces the change of E_x for every density change that a local potential can cause. This is the meaning of v_x = δE_x/δn on the set of densities considered here.

Scaling is one such change. The scaled orbitals are eigenfunctions in λ²v_s(λr), so their derivative at λ = 1, (3/2 + r·∇)φ_i, is the response (35) to the perturbation

w_λ = 2v_s + r·∇v_s.   (42)

With η replaced by λ, the right side of (41) is E_x − ∫v_x(3n + r·∇n)d³r. Therefore

D = R[2v_s + r·∇v_s].   (43)

The OEP makes R vanish for every w, and so D = 0. The converse does not follow: D = 0 tests one perturbation out of infinitely many.

### What the Slater and KLI potentials leave out

The OEP equation can be rearranged so that v_x stands alone. Define the orbital shifts

χ_i = Σ_(b≠i) φ_b ⟨b|K − v_x|i⟩ / (ε_i − ε_b).   (44)

Occupied pairs cancel in Σ_iφ_iχ_i as before, and (40) becomes R[w] = 4∫w Σ_iφ_iχ_i d³r. The OEP equation is thus Σ_iφ_iχ_i = 0 at every point. Acting with h − ε_i on (44) removes the denominators and leaves a minus sign. By completeness,

(h − ε_i)χ_i = −(K − v_x)φ_i + (k_i − v_i)φ_i,   (45)

with k_i = ⟨i|K|i⟩ and v_i = ⟨i|v_x|i⟩. Multiply by φ_i, sum over i and solve for the term with v_x:

v_x Σ_iφ_i² = Σ_iφ_iKφ_i + Σ_i(v_i − k_i)φ_i² + Σ_iφ_i(h − ε_i)χ_i.   (46)

In the last sum we may subtract χ_i(h − ε_i)φ_i, which is zero. The potentials cancel, leaving −½∇·Σ_i(φ_i∇χ_i − χ_i∇φ_i). The gradient of Σ_iφ_iχ_i = 0 gives Σ_iφ_i∇χ_i = −Σ_iχ_i∇φ_i, so the last sum equals ∇·Σ_iχ_i∇φ_i. With Σ_iφ_i² = n/2,

v_x = (2/n) [Σ_iφ_iKφ_i + Σ_i(v_i − k_i)φ_i² + ∇·Σ_iχ_i∇φ_i].   (47)

The Slater potential keeps the first term, a density-weighted average of the orbital exchange potentials. KLI keeps the first two. Its constants v_i − k_i are determined self-consistently, with that of the highest occupied orbital set to zero to fix the additive constant. In neither case does the construction enforce R[w] = 0, so in general nothing makes D vanish.

There is an exception. With one occupied orbital, (36) becomes Kφ = −φ∫φ(r′)²/|r − r′|d³r′, which is multiplication by a local function. Slater and KLI potentials both equal this function, K − v_x gives zero on φ, and R[w] = 0. For helium with the Slater potential, E_x and the virial integral (27) are both −1.025769 hartree.

### Beryllium

The beryllium calculations omit correlation, relativity and nuclear motion. The orbitals are expanded in a finite radial basis. The OEP is −v_H/4 plus 18 smooth functions g_t, whose coefficients minimize Σ_iΣ_a⟨a|K − v_x|i⟩²/(ε_a − ε_i) at the current orbitals. Setting the derivative with respect to each coefficient to zero gives R[g_t] = 0. A very small quadratic penalty restrains combinations that hardly affect the orbitals.

For the Slater potential, E_x = −2.715482 and the virial integral is −3.105523 hartree:

D = −2.715482 + 3.105523 = 0.390041 hartree ≈ 10.6 eV,   (48)

or 14% of |E_x|. The energy balance gives T + E = 14.951452 − 14.561410 = 0.390042 hartree, in agreement with (32). For KLI,

D = −2.667189 + 2.688391 = 0.021202 hartree ≈ 0.58 eV,   (49)

or 0.8% of |E_x|. The response sum (43) reproduces both values, which confirms that the violation is the unsolved part of the OEP equation, seen along the scaling direction.

For the OEP, D = −0.0000106 hartree. The same residue appears in T + E and in the response sum, so it belongs to the approximate potential and is not an integration error in one of them. With 9 functions instead of 18, D is 0.00021 hartree. The 18-function OEP is itself not converged to the last digits quoted in this text. A larger and more flexible expansion brings D to zero within about 10⁻⁶ hartree and moves E_x from −2.665767 to −2.665773 hartree, a shift of 6 × 10⁻⁶. Quantities evaluated on the OEP density move in their last digit as well.

For a second perturbation, w = exp(−r²), the two terms on the right side of (41) were evaluated by finite differences. For the OEP, dE_x/dη and ∫v_x(dn/dη)d³r are both 0.1392111 (a larger expansion of the potential keeps them equal and lowers both by about 1 × 10⁻⁵, to 0.13920). For KLI they are 0.1418 and 0.1442, and for Slater 0.1536 and 0.2012. The latter two potentials are not functional derivatives of the Fock exchange energy.

The total energies look much less alarming. They lie above Hartree-Fock by 0.593 millihartree for the OEP (0.591 with a converged expansion of the potential), 0.741 for KLI and 11.613 for Slater. Equation (33) shows why a visible D can cost little energy. Its minimum is at λ = 1 − D/(2T), and the energy gained by moving there is D²/(4T), of second order in D. For KLI this is

(0.0212)² / (4 × 14.593) = 7.7 × 10⁻⁶ hartree.   (50)

For Slater, λ = 0.987 and the gain is (0.3900)²/(4 × 14.951) = 2.5 millihartree. Stretching the Slater orbitals by about 1.3% would thus recover roughly a fifth of their energy excess over Hartree-Fock. No common scaling of the orbitals can recover the rest.

### What the relation does not certify

The local density approximation has E_x = −A∫n^(4/3)d³r and v_x = −(4/3)A n^(1/3). Since n^(1/3)∇n = ¾∇n^(4/3), and integration by parts gives ∫r·∇n^(4/3)d³r = −3∫n^(4/3)d³r, the virial integral is

−(4/3)A (3 − 9/4) ∫n^(4/3) d³r = −A∫n^(4/3) d³r.   (51)

This is the local exchange energy itself, for any density. On the beryllium OEP density both sides are −2.312405 hartree, although the Fock value is −2.665767 hartree, so the local energy is 13% too small in magnitude. The relation is a necessary condition for a potential to be the derivative of a given exchange energy, but not a sufficient one, and it does not check that the energy is accurate. If the local potential were paired with the Fock energy on this density, (29) would give D = −2.665767 + 2.312405 = −0.353 hartree.

The numerical output below lists the values used here.

Table of computed values

```
Be atom, exchange only, energies in hartree
HF: E = -14.573023, T = 14.573023, E_x = -2.666914
OEP: E = -14.572430, T = 14.572420, E_x = -2.665767
OEP: E above HF = 0.593 millihartree
OEP: virial integral = -2.665756, D = -0.0000106
OEP: T + E = -0.0000106, response sum = -0.0000106
OEP: |D/E_x| = 0.00040 percent
OEP: D = -0.00029 eV
OEP: dE_x/d(eta) = 0.1392111, int v_x dn/d(eta) = 0.1392111
KLI: E = -14.572282, T = 14.593484, E_x = -2.667189
KLI: E above HF = 0.741 millihartree
KLI: virial integral = -2.688391, D = 0.0212014
KLI: T + E = 0.0212015, response sum = 0.0212014
KLI: |D/E_x| = 0.79490 percent
KLI: D = 0.57692 eV
KLI: dE_x/d(eta) = 0.1418340, int v_x dn/d(eta) = 0.1441637
Slater: E = -14.561410, T = 14.951452, E_x = -2.715482
Slater: E above HF = 11.613 millihartree
Slater: virial integral = -3.105523, D = 0.3900418
Slater: T + E = 0.3900419, response sum = 0.3900418
Slater: |D/E_x| = 14.36363 percent
Slater: D = 10.61358 eV
Slater: dE_x/d(eta) = 0.1535524, int v_x dn/d(eta) = 0.2011922
OEP: -int n r.grad v_x = -2.665756 hartree
OEP expansion functions: 9, D = 0.0002129 hartree
OEP expansion functions: 18, D = -0.0000106 hartree
scaling factor = 1.5, E_x of scaled density = -3.998651 hartree
ratio of exchange energies = 1.5000000
ratios of orbital energies = 2.250000, 2.249998
spin test: charge for up = 3.0, charge for down = 2.0
E_x[nu,nd] from permutations = -1.8539296 hartree
E_x[2nu] = -2.4578591, E_x[2nd] = -1.2500000 hartree
half sum = -1.8539296 hartree
closed hydrogenic value = -1.8539296 hartree
He, Slater potential: E_x = -1.025769, virial integral = -1.025769 hartree
local density on the Be OEP density: E_x = -2.312405, virial integral = -2.312405 hartree
```
